# Hildebrand parameter of a liquid precursor from its enthalpy of vaporisation: test program

```python
"""
Result under test: the Hildebrand parameter of a molecular liquid is
    delta = sqrt((H - R*T) / V),
about 15.4 MPa^0.5 for H = 50 kJ/mol, V = 200 cm3/mol, T = 298 K.
H: molar vaporisation enthalpy; V: liquid molar volume; R: gas constant.
By definition delta^2 is the energy that separates the liquid into an ideal
gas at the same temperature, divided by the liquid volume.
The test uses a Peng-Robinson model fluid. Its vaporisation enthalpy comes
from the Clapeyron equation, its cohesive energy from a separate integral
over volume. All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import R, atm, calorie, torr
from scipy.optimize import brentq

ROOT2 = np.sqrt(2.0)


def attraction_and_covolume(T, fluid):
    Tc, pc, acentric = fluid
    kappa = 0.37464 + 1.54226 * acentric - 0.26992 * acentric**2
    alpha = (1 + kappa * (1 - np.sqrt(T / Tc)))**2
    a = 0.457235529 * (R * Tc)**2 / pc * alpha
    b = 0.0777960739 * R * Tc / pc
    return a, b


def pressure(T, volume, fluid):
    a, b = attraction_and_covolume(T, fluid)
    return R * T / (volume - b) - a / (volume**2 + 2*b*volume - b**2)


def phases(T, p, fluid):
    """Compressibility factors and log fugacity coefficients: liquid, vapour."""
    a, b = attraction_and_covolume(T, fluid)
    A, B = a * p / (R * T)**2, b * p / (R * T)
    cubic = np.array([1, B - 1, A - 2*B - 3*B**2, B**3 + B**2 - A*B])
    slope = np.polyder(cubic)
    roots = np.roots(cubic)
    real = [z.real for z in roots if abs(z.imag) < 1e-7 * abs(z) and z.real > B]
    result = []
    for z in (min(real), max(real)):
        for _ in range(4):
            z -= np.polyval(cubic, z) / np.polyval(slope, z)
        log_term = np.log((z + (1 + ROOT2)*B) / (z + (1 - ROOT2)*B))
        log_phi = z - 1 - np.log(z - B) - A / (2*ROOT2*B) * log_term
        result.append((z, log_phi))
    return result


def saturation(T, fluid):
    """Pressure and molar volumes at which both phases have equal fugacity."""
    Tc, pc, acentric = fluid
    p = pc * np.exp(5.373 * (1 + acentric) * (1 - Tc / T))
    for _ in range(40):
        (z_liq, f_liq), (z_vap, f_vap) = phases(T, p, fluid)
        assert z_vap > 2 * z_liq, "two distinct phases are required"
        change = f_liq - f_vap
        p *= np.exp(change)
        if abs(change) < 1e-13:
            break
    assert abs(change) < 1e-9
    (z_liq, _), (z_vap, _) = phases(T, p, fluid)
    return p, z_liq * R * T / p, z_vap * R * T / p


def clapeyron_enthalpy(T, fluid, step=0.05):
    p, v_liq, v_vap = saturation(T, fluid)
    p_up = saturation(T + step, fluid)[0]
    p_down = saturation(T - step, fluid)[0]
    return T * (v_vap - v_liq) * p * np.log(p_up / p_down) / (2 * step)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(60)


def residual_energy(T, volume, fluid, step=0.01):
    """Energy relative to the ideal gas, integrated over density from zero."""
    density = 0.5 * (NODES + 1) / volume
    v = 1 / density
    dp_dT = (pressure(T + step, v, fluid)
             - pressure(T - step, v, fluid)) / (2 * step)
    integrand = (T * dp_dT - pressure(T, v, fluid)) / density**2
    return -0.5 / volume * np.sum(WEIGHTS * integrand)


def hildebrand(H, V, T):
    return np.sqrt((H - R * T) / V)


# Stated problem
T, H, V = 298.0, 50e3, 200e-6
cohesive = H - R * T
delta = hildebrand(H, V, T)
delta_without_RT = np.sqrt(H / V)
assert abs(delta / 1e3 - 15.4) < 0.05

# Model fluid: the acentric factor sets H; the critical pressure sets V
Tc = 600.0
trial_pc = 2e6
acentric = brentq(lambda w: clapeyron_enthalpy(T, (Tc, trial_pc, w)) - H,
                  0.3, 0.9, xtol=1e-11)
trial_volume = saturation(T, (Tc, trial_pc, acentric))[1]
fluid = (Tc, trial_pc * trial_volume / V, acentric)
p, v_liq, v_vap = saturation(T, fluid)
H_model = clapeyron_enthalpy(T, fluid)
assert abs(v_liq / V - 1) < 1e-6 and abs(H_model / H - 1) < 1e-6

# Definition against formula, and the exact energy balance
E_definition = -residual_energy(T, v_liq, fluid)
U_vapour = residual_energy(T, v_vap, fluid)
E_balance = H_model - p * (v_vap - v_liq) - U_vapour
delta_definition = np.sqrt(E_definition / v_liq)
assert abs(E_balance / E_definition - 1) < 1e-6
assert abs(delta / delta_definition - 1) < 1e-3
assert abs(delta_without_RT / delta_definition - 1) > 0.02

# Same balance in a hot, denser vapour, where the simple formula is worse
T_hot = 450.0
p_hot, vl_hot, vv_hot = saturation(T_hot, fluid)
H_hot = clapeyron_enthalpy(T_hot, fluid)
E_hot = -residual_energy(T_hot, vl_hot, fluid)
balance_hot = (H_hot - p_hot * (vv_hot - vl_hot)
               - residual_energy(T_hot, vv_hot, fluid))
assert abs(balance_hot / E_hot - 1) < 1e-6
error_cold = delta / delta_definition - 1
delta_hot = np.sqrt(E_hot / vl_hot)
error_hot = hildebrand(H_hot, vl_hot, T_hot) / delta_hot - 1
assert error_hot < 0 and abs(error_hot) > 10 * abs(error_cold)

# Linear sensitivity against recomputation with changed inputs
dH, dV = 1e3, 4e-6
shift_H = delta * dH / (2 * cohesive)
shift_V = -delta * dV / (2 * V)
assert abs((hildebrand(H + dH, V, T) - delta) / shift_H - 1) < 0.02
assert abs((hildebrand(H, V + dV, T) - delta) / shift_V - 1) < 0.04

# Heated source and enthalpy taken at the wrong temperature
T_source = 350.0
p_source, v_source, _ = saturation(T_source, fluid)
H_source = clapeyron_enthalpy(T_source, fluid)
delta_source = np.sqrt(-residual_energy(T_source, v_source, fluid) / v_source)
T_boil = brentq(lambda t: saturation(t, fluid)[0] - atm, 380, 500)
H_boil = clapeyron_enthalpy(T_boil, fluid)
delta_wrong_H = hildebrand(H_boil, V, T)
assert delta_source < delta and delta_wrong_H < delta

print(f"Temperature: {T:.0f} K")
print(f"Vaporisation enthalpy: {H/1e3:.1f} kJ/mol")
print(f"Liquid molar volume: {V*1e6:.1f} cm3/mol")
print(f"Gas constant: {R:.6f} J/(mol K)")
print(f"RT: {R*T/1e3:.4f} kJ/mol")
print(f"Cohesive energy H - RT: {cohesive/1e3:.4f} kJ/mol")
print(f"Cohesive energy density: {cohesive/V/1e6:.2f} MPa")
print(f"Hildebrand parameter: {delta/1e3:.3f} MPa^0.5")
print(f"Same, older unit: {delta/1e3/np.sqrt(calorie):.3f} (cal/cm3)^0.5")
print(f"Value if RT is left out: {delta_without_RT/1e3:.3f} MPa^0.5")
print(f"Shift for H + {dH/1e3:.0f} kJ/mol: {shift_H/1e3:+.3f} MPa^0.5")
print(f"Shift for V + {dV*1e6:.0f} cm3/mol: {shift_V/1e3:+.3f} MPa^0.5")
print("Model fluid (Peng-Robinson)")
print(f"Critical temperature, chosen: {Tc:.0f} K")
print(f"Critical pressure, fitted: {fluid[1]/1e6:.3f} MPa")
print(f"Acentric factor, fitted: {acentric:.4f} (no unit)")
print(f"Vapour pressure at 298 K: {p/torr:.3f} Torr")
print(f"Vapour/liquid volume ratio at 298 K: {v_vap/v_liq:.0f} (no unit)")
print(f"Cohesive energy by integration: {E_definition/1e3:.4f} kJ/mol")
print(f"Hildebrand parameter by definition: {delta_definition/1e3:.3f} MPa^0.5")
print(f"Neglected liquid term p*V: {p*v_liq:.4f} J/mol")
print(f"Neglected vapour term RT - p*Vg: {R*T-p*v_vap:.3f} J/mol")
print(f"Neglected vapour attraction: {-U_vapour:.3f} J/mol")
print(f"Error of simple formula at 298 K: {100*error_cold:.4f} %")
print(f"Error of simple formula at {T_hot:.0f} K: {100*error_hot:.2f} %")
print(f"Heated source temperature: {T_source:.0f} K")
print(f"Vapour pressure of heated source: {p_source/torr:.1f} Torr")
print(f"Enthalpy of vaporisation, heated: {H_source/1e3:.2f} kJ/mol")
print(f"Liquid molar volume, heated: {v_source*1e6:.1f} cm3/mol")
print(f"Hildebrand parameter, heated: {delta_source/1e3:.2f} MPa^0.5")
print(f"Normal boiling point of model: {T_boil:.1f} K")
print(f"Enthalpy at boiling point: {H_boil/1e3:.2f} kJ/mol")
print(f"Delta with that enthalpy at 298 K: {delta_wrong_H/1e3:.2f} MPa^0.5")
print("all assertions hold")
```

Output:

```
Temperature: 298 K
Vaporisation enthalpy: 50.0 kJ/mol
Liquid molar volume: 200.0 cm3/mol
Gas constant: 8.314463 J/(mol K)
RT: 2.4777 kJ/mol
Cohesive energy H - RT: 47.5223 kJ/mol
Cohesive energy density: 237.61 MPa
Hildebrand parameter: 15.415 MPa^0.5
Same, older unit: 7.536 (cal/cm3)^0.5
Value if RT is left out: 15.811 MPa^0.5
Shift for H + 1 kJ/mol: +0.162 MPa^0.5
Shift for V + 4 cm3/mol: -0.154 MPa^0.5
Model fluid (Peng-Robinson)
Critical temperature, chosen: 600 K
Critical pressure, fitted: 2.170 MPa
Acentric factor, fitted: 0.5416 (no unit)
Vapour pressure at 298 K: 1.975 Torr
Vapour/liquid volume ratio at 298 K: 47039 (no unit)
Cohesive energy by integration: 47.5249 kJ/mol
Hildebrand parameter by definition: 15.415 MPa^0.5
Neglected liquid term p*V: 0.0527 J/mol
Neglected vapour term RT - p*Vg: 0.945 J/mol
Neglected vapour attraction: 1.584 J/mol
Error of simple formula at 298 K: -0.0027 %
Error of simple formula at 450 K: -1.13 %
Heated source temperature: 350 K
Vapour pressure of heated source: 36.1 Torr
Enthalpy of vaporisation, heated: 46.54 kJ/mol
Liquid molar volume, heated: 208.7 cm3/mol
Hildebrand parameter, heated: 14.47 MPa^0.5
Normal boiling point of model: 436.8 K
Enthalpy at boiling point: 39.98 kJ/mol
Delta with that enthalpy at 298 K: 13.69 MPa^0.5
all assertions hold
```
